# Hybridisation gap of a broken-gap electron–hole double layer versus layer widths

## Problem

In an InAs/GaSb double layer the valence edge of GaSb lies above the conduction edge of InAs. An electron subband in one layer can then start below a hole subband in the other, and the two cross at a finite in-plane wavevector. The following model has this band alignment. Its parameters are round numbers, not data for the two materials.

The electron layer fills $-L_e<z<0$, the hole layer fills $0<z<L_h$, and the outer walls are hard. For one spin block, the conduction and heavy-hole envelopes obey

$$
H=\begin{pmatrix}-c_e\partial_z^2+U_e(z)+\alpha_e k^2 & Wk_+\\ Wk_- & c_h\partial_z^2+U_h(z)-\alpha_h k^2\end{pmatrix},
$$

where $k_\pm=k_x\pm ik_y$ and $c_i=\hbar^2/2m_i$. Energies are in meV and lengths in nm, with zero energy at the conduction edge of the electron layer.

- Band edges: $U_e=0$ and $U_h=-400$ in the electron layer; $U_e=950$ and $U_h=150$ in the hole layer.
- Masses along $z$: $m_e=0.03\,m_0$ and $m_h=0.30\,m_0$, so $c_e=1270$ and $c_h=127.0$ meV nm².
- In-plane terms from bands not kept: $\alpha_e=500$ and $\alpha_h=100$ meV nm².
- Interband coupling: $W=600$ meV nm.

Light holes, strain, charge transfer between the layers, warping and interface spin splitting are left out.

(a) Find the lowest electron level $E_e$ and the highest hole level $E_h$ at $k=0$.
(b) Find the coupling $Ak$ between these two subbands.
(c) Find the splitting at the crossing and the true gap between the two hybrid bands.
(d) Evaluate the gap for $L_e=12$, $L_h=6$ nm, then vary the widths.

## Hints

1. At $k=0$ the two envelopes decouple. Match the logarithmic derivative of each at $z=0$.
2. For the overlap, differentiate $he'-eh'$. No product of sines and exponentials need be integrated.
3. The other subbands bend $e_1$ and $h_1$ in second order. Keep the pair $e_1,h_1$ itself out of that sum.
4. Use $x=k^2$ as the variable. Ask whether the upper band's minimum and the lower band's maximum lie at the same $k$.

## Solution

### Why the coupling is linear in k

The conduction state is $s$-like, and the heavy hole is built from $X\pm iY$. The $\mathbf k\cdot\mathbf p$ element between them contains $k_x$ and $k_y$ but not $k_z$, because $\langle S|p_z|X\rangle=\langle S|p_z|Y\rangle=0$. Writing $k_\pm=ke^{\pm i\varphi}$, the unitary matrix $\mathrm{diag}(1,e^{-i\varphi})$ absorbs the phase and leaves the real coupling $Wk$. The time-reversed spin block has the same levels.

### (a) Subband edges

In its own layer the electron envelope is $e\propto\sin q_e(z+L_e)$. In the hole layer it is $e\propto\sinh\kappa_e(L_h-z)$. Both forms vanish at the walls. The Schrödinger equation gives $E_e=c_eq_e^2$ in the first layer and $E_e=950-c_e\kappa_e^2$ in the second, so

$$q_e^2+\kappa_e^2=K_e^2=950/c_e .$$

The mass is the same on both sides, so $e$ and $e'$ are continuous. Equating $e'/e$ at $z=0$ gives

$$q_e\cot(q_eL_e)=-g_e,\qquad g_e=\kappa_e\coth(\kappa_eL_h).$$

The hole obeys $h''=-q_h^2h$ in the hole layer and $h''=+\kappa_h^2h$ in the electron layer. Hence $E_h=150-c_hq_h^2$, and $q_h^2+\kappa_h^2=K_h^2=550/c_h$. The matching condition is the same with the layers exchanged: $q_h\cot(q_hL_h)=-g_h$, where $g_h=\kappa_h\coth(\kappa_hL_e)$.

For $L_e=12$, $L_h=6$ nm the roots are $q_e=0.2385$ and $q_h=0.4844$ nm⁻¹, with $\kappa_e=0.8314$ and $\kappa_h=2.0239$ nm⁻¹. Then

$$E_e=1270\times0.2385^2\approx72.2,\qquad E_h=150-127.0\times0.4844^2\approx120.2\ \text{meV}.$$

The inversion is $D=E_h-E_e=47.9$ meV. The second hole level lies at 31.3 meV, below $E_e$, so $e_1$ starts between $h_2$ and $h_1$.

### (b) Overlap and coupling

**Normalisation.** Write $e(0)=e_0$. Integrating $\sin^2$ and $\sinh^2$ over their layers gives

$$\frac1{e_0^2}=\frac{L_e/2-\sin(2q_eL_e)/4q_e}{\sin^2q_eL_e}+\frac{\sinh(2\kappa_eL_h)/4\kappa_e-L_h/2}{\sinh^2\kappa_eL_h}.$$

For $\kappa_eL_h\gg1$ the second term tends to $1/2\kappa_e$ and $g_e\to\kappa_e$. Then $\cot q_eL_e=-\kappa_e/q_e$, which gives $\sin^2q_eL_e=q_e^2/K_e^2$ and $\sin2q_eL_e=-2(\kappa_e/q_e)\sin^2q_eL_e$. Therefore

$$\frac1{e_0^2}=\frac{K_e^2L_e}{2q_e^2}+\frac{\kappa_e}{2q_e^2}+\frac1{2\kappa_e}=\frac{K_e^2}{2q_e^2}\Big(L_e+\frac1{\kappa_e}\Big),$$

where the last two terms were combined using $\kappa_e^2+q_e^2=K_e^2$. Thus

$$e_0=\sqrt{\frac{2}{L_e+1/\kappa_e}}\,\frac{q_e}{K_e}.$$

The hole amplitude $h_0=h(0)$ follows by exchanging labels. The values are $e_0=0.1073$ and $h_0=0.1292$ nm$^{-1/2}$.

**Overlap.** Let $w=he'-eh'$, so that $w'=he''-eh''$. In the electron layer $w'=-(q_e^2+\kappa_h^2)\,eh$. In the hole layer $w'=+(\kappa_e^2+q_h^2)\,eh$. At both walls $w=0$. At the interface $e'=-g_ee_0$ and $h'=+g_hh_0$, so $w(0)=-e_0h_0(g_e+g_h)$. Integrating $w'$ over each layer and adding the two pieces gives

$$s=\langle h_1|e_1\rangle=e_0h_0(g_e+g_h)\left[\frac1{q_e^2+\kappa_h^2}+\frac1{\kappa_e^2+q_h^2}\right].$$

Here $g_e+g_h=2.855$ nm⁻¹, and the two terms in the bracket are 0.241 and 1.080 nm². Hence

$$s=0.1073\times0.1292\times2.855\times1.321=0.0523,\qquad A=Ws=31.4\ \text{meV nm}.$$

The second term, 82 % of the overlap, comes from the hole layer. The light electron penetrates the hole layer further than the heavy hole penetrates the electron layer.

### Curvatures from the other subbands

The coupling $Wk$ also links $e_1$ to the lower holes $h_n$, and $h_1$ to the higher electrons $e_m$. Second-order perturbation theory, with energy denominators taken at $k=0$, gives the uncoupled bands $E_e+a_ek^2$ and $E_h-a_hk^2$, where

$$a_e=\alpha_e+\sum_{n\ge2}\frac{W^2|\langle h_n|e_1\rangle|^2}{E_e-E_{h_n}},\qquad a_h=\alpha_h+\sum_{m\ge2}\frac{W^2|\langle e_m|h_1\rangle|^2}{E_{e_m}-E_h}.$$

Both sums are positive: lower levels push $e_1$ up, and higher levels push $h_1$ down. The coupling connects electrons to holes and not electrons to electrons, so there is no second-order correction to the $e_1$–$h_1$ coupling. The first correction is of order $k^3$ and is dropped.

The sums need all subbands, which were found by diagonalisation in a sine basis. They are 791.5 and 367.1 meV nm², so $a_e=1291.5$ and $a_h=467.1$ meV nm². As a check of size, taking $e_1$ entirely inside the electron layer and ignoring the kinetic energy of the holes gives $W^2/(E_e+400)\approx762$ meV nm² for the first sum. This estimate covers only the hole states of the electron layer, which supply about 725 meV nm²; the lower levels of the hole layer add the remaining 67.

### (c) Splitting and gap

Let $t=a_e+a_h$ and $x=k^2$. The eigenvalues of the two-subband matrix are

$$E_\pm=\frac{E_e+E_h}2+\frac{a_e-a_h}2x\pm\sqrt{\tfrac14(tx-D)^2+A^2x}.$$

The uncoupled bands cross at $k_c^2=D/t$, where the splitting is $2Ak_c$. To find the smallest vertical splitting, complete the square under the root:

$$\tfrac14t^2x^2-\left(\tfrac12Dt-A^2\right)x+\tfrac14D^2=\tfrac14t^2(x-x_0)^2+S^2,\qquad x_0=k_c^2-\frac{2A^2}{t^2},$$

$$S^2=\tfrac14t^2\left(k_c^4-x_0^2\right)=A^2\left(k_c^2-\frac{A^2}{t^2}\right).$$

The smallest vertical splitting is therefore $2S$, at $x_0$.

For the gap, each band needs its own extremum. Set $\tfrac12t(x-x_0)=S\sinh\theta$ and $r=(a_e-a_h)/t$. With $E_0$ the mean of the two levels at $x_0$,

$$E_\pm=E_0+S\,(r\sinh\theta\pm\cosh\theta).$$

Setting the $\theta$-derivative to zero gives $\tanh\theta=\mp r$. There $\cosh\theta=1/\sqrt{1-r^2}$, so the extremal values are $E_0\pm S\sqrt{1-r^2}$. Since $1-r^2=4a_ea_h/t^2$, the gap is

$$G=2S\,\frac{2\sqrt{a_ea_h}}{a_e+a_h},\qquad k_\pm^{*2}=x_0\mp\frac{rS}{\sqrt{a_ea_h}},$$

where $k_+^*$ locates the minimum of the upper band and $k_-^*$ the maximum of the lower one.

For equal curvatures $G=2S$. Otherwise the extrema lie at different $k$, and the gap is indirect and smaller than $2S$.

The formula requires $k_\pm^{*2}>0$. If the electron layer is narrowed until $D$ is small, an extremum reaches $k=0$ and the formula fails. For $D<0$ the uncoupled bands do not cross. If instead the layers are so wide that $e_1$ drops below $h_2$, a third subband takes part in a crossing. The formula degrades before that point, because the denominator $E_e-E_{h_2}$ in $a_e$ becomes small. For $L_h=6$ nm, $G$ is below the gap of the full Hamiltonian by less than 1 % at $L_e=16$ nm, by 4 % at 18 nm and by 17 % at 18.6 nm.

### (d) Numbers

With $t=1758.6$ meV nm²,

$$k_c=\sqrt{47.94/1758.6}=0.165\ \text{nm}^{-1},\qquad 2Ak_c=2\times31.38\times0.1651=10.4\ \text{meV}.$$

The term $A^2/t^2$ lowers this by 0.6 %, to $2S=10.3$ meV. The curvature factor is $2\sqrt{1291.5\times467.1}/1758.6=0.883$, so

$$G=0.883\times10.3=9.1\ \text{meV}.$$

In the two-subband model the extrema lie at 0.153 nm⁻¹ (upper band) and 0.172 nm⁻¹ (lower band), on either side of the crossing.

The gap $G$ in meV for other widths is:

| $L_e$ (nm) | $L_h=5$ nm | $L_h=6$ nm |
|---|---|---|
| 11 | 8.56 | 8.92 |
| 12 | 9.35 | 9.10 |
| 13 | 9.40 | 8.86 |
| 14 | 9.14 | 8.45 |

The gap varies little because two trends oppose each other. For $L_h=5$ nm, widening the electron layer from 11 to 14 nm raises $k_c$ from 0.119 to 0.175 nm⁻¹ but lowers $A$ from 42.0 to 29.9 meV nm. The same competition explains the first row. At $L_e=11$ nm the thinner hole layer has the larger $A$, but its inversion is only 23.8 meV against 35.6 meV, and its smaller $k_c$ outweighs the gain.

Diagonalising the full two-component Hamiltonian, with no restriction to two subbands, gives gaps that differ from $G$ by about 0.3 % at most over this table (see the numerical output). This agreement is closer than that of the separate ingredients. For $L_e=12$, $L_h=6$ nm the full Hamiltonian puts the extrema at 0.158 and 0.177 nm⁻¹, about 3 % further out, while the neglected terms of order $k^3$ and higher together lower the coupling near the crossing by slightly more than 3 %. These two shifts leave the smallest vertical splitting 0.6 % below $2S$. The bands are also flatter at the crossing than at $k=0$, which raises the curvature factor by about 1 %, from 0.883 to 0.892. The three errors nearly cancel in the gap. The comparison says nothing about the effects left out of the model.

## Variation 1: which electron-layer width gives the largest gap?

Fix $L_h$ and let $\Lambda=L_e+1/\kappa_e$. For a thick hole layer the matching condition reads $q_eL_e=\pi-\arctan(q_e/\kappa_e)\approx\pi-q_e/\kappa_e$, so $q_e\approx\pi/\Lambda$. Then $E_e\propto\Lambda^{-2}$ and $e_0\propto q_e\Lambda^{-1/2}\propto\Lambda^{-3/2}$.

Hold the curvatures, the decay constants, $E_h$ and the bracket in $s$ fixed, and neglect $A^2/t^2$. Then $G^2\propto\Lambda^{-3}(E_h-E_e)$, and

$$\frac{d\ln G^2}{d\ln\Lambda}=-3+\frac{2E_e}{E_h-E_e}=0\quad\Rightarrow\quad E_e=\tfrac35E_h .$$

The derivative is positive for smaller $\Lambda$ and negative for larger $\Lambda$, so this is a maximum. Energies are measured from the conduction edge of the electron layer. The factor $\tfrac35$ rests on $E_e\propto\Lambda^{-2}$, that is, on a constant electron mass along $z$. In real InAs the coupling to the light holes, left out here, makes the conduction band non-parabolic and changes both exponents, so the number belongs to this model only. Within the model the rule overestimates the best $L_e$ by 0.1 to 0.3 nm for $L_h$ from 4 to 7 nm.

For $L_h=5$ nm the rule gives $L_e=12.7$ nm. Maximising $G$ itself gives 12.6 nm, as does the full Hamiltonian, with a gap of about 9.4 to 9.5 meV.

## Variation 2: what happens if W is four times smaller?

Take the widths of part (d). The edges and the overlap do not depend on $W$, so $A=31.38/4=7.85$ meV nm. The remote sums scale as $W^2$ and fall by 16:

$$a_e=500+\frac{791.5}{16}=549.5,\qquad a_h=100+\frac{367.1}{16}=122.9\ \text{meV nm}^2 .$$

Now $t=672.4$ meV nm², and the crossing moves out to $k_c=\sqrt{47.94/672.4}=0.267$ nm⁻¹. This gives $2Ak_c=4.19$ meV. The curvature factor is $2\sqrt{549.5\times122.9}/672.4=0.773$, and the $A^2/t^2$ term removes another 0.1 %, so $G=3.2$ meV. The full Hamiltonian also gives 3.2 meV.

The gap falls by a factor of 2.8, not 4. The flatter bands cross at a larger $k$, where the linear coupling has had more room to grow. This outweighs the smaller curvature factor.

## Computed results

```
hbar^2/2m0 = 38.0998 meV nm^2
masses along z: electron 0.03, hole 0.3 m0
hole layer: conduction edge 950.0, valence edge 150.0 meV
electron layer: conduction edge 0, valence edge -400.0 meV
W = 600.0 meV nm; alpha_e = 500.0, alpha_h = 100.0 meV nm^2
Reference widths: L_e = 12.0, L_h = 6.0 nm
electron: q = 0.2385, kappa = 0.8314, g = 0.8314 1/nm
hole: q = 0.4844, kappa = 2.0239, g = 2.0239 1/nm
interface amplitudes: e(0) = 0.1073, h(0) = 0.1292 nm^-1/2
E_e = 72.25, E_h = 120.20, E_h2 = 31.31, D = 47.94 meV
sine basis: E_e = 72.25, E_h = 120.19 meV
overlap: formula 0.05229, sine basis 0.05228
share of overlap from hole layer = 81.8 %
remote curvature: electron 791.5, hole 367.1 meV nm^2
a_e = 1291.5, a_h = 467.1 meV nm^2
in-plane masses: electron 0.0295, hole 0.0816 m0
A = 31.38 meV nm, k_c = 0.1651 1/nm
splitting at crossing 2 A k_c = 10.361 meV
smallest vertical splitting 2S = 10.301 meV
curvature factor = 0.8833
gap G = 9.099 meV; direct 2x2 search 9.099 meV
upper band minimum at k = 0.1534 1/nm
lower band maximum at k = 0.1724 1/nm
W/4: gap formula 3.235, full model 3.232 meV
L_e nm | L_h nm | D meV | k_c 1/nm | A meV nm | 2Ak_c | G | full, meV
  11   5   23.78  0.1185  42.00   9.954   8.557   8.576
  12   5   36.11  0.1450  37.14  10.768   9.354   9.378
  13   5   45.93  0.1625  33.16  10.775   9.401   9.419
  14   5   53.88  0.1750  29.85  10.447   9.142   9.147
  11   6   35.62  0.1434  35.52  10.186   8.920   8.945
  12   6   47.94  0.1651  31.38  10.361   9.099   9.128
  13   6   57.76  0.1800  27.99  10.077   8.857   8.885
  14   6   65.71  0.1907  25.18   9.604   8.447   8.474
largest deviation of G from full model = 0.3 %
optimum L_e at L_h = 5.0 nm: 0.6 rule 12.72 nm
optimum from G: 12.57 nm, gap 9.435 meV
optimum, full model: 12.56 nm, gap 9.457 meV
```
